Exact Speed of a Planar Ferroelectric Wall in Overdamped Landau Dynamics

In a model of a strained SrTiO₃ film, raising the field from 0.02 to 0.15 MV/cm, a factor of 7.5, raises the speed of a domain wall from 63.2 to 516.9 m/s, a factor of 8.18. The combination P₁ + P₃ − 2P₂ of the three stationary polarizations at each field goes from 2.128 to 17.401 μC/cm², which is also a factor of 8.18. The speed follows this combination and not the field itself, and the reason lies in an exact solution of the equation of motion.

Let the polarization P be a scalar that varies along x, the normal of a planar wall, and let it point parallel to the wall plane. Then P does not cross the wall, the wall carries no bound charge, and the field E along P can be held uniform and constant by electrodes. The free energy per unit area is

F = ∫ [f(P) + (g/2)(∂P/∂x)²] dx,  f(P) = (a/2)P² + (b/4)P⁴ − EP,

with a < 0, b > 0 and g > 0. A small change δP that vanishes far away changes F by ∫ [f′(P) δP + g(∂P/∂x)(∂δP/∂x)] dx. Integrating the second term by parts gives ∫ [f′(P) − g ∂²P/∂x²] δP dx. Overdamped dynamics sets the rate of change of P proportional to minus the bracket, with damping coefficient Γ:

Γ ∂P/∂t = g ∂²P/∂x² − f′(P).

Inertia, thermal noise, defects and the discreteness of the lattice are absent here; their sizes are estimated below where that is possible.

Uniform stationary states satisfy E = aP + bP³. At zero field they are 0 and ±Pₛ, with Pₛ = √(|a|/b). The curve E(P) turns where a + 3bP² = 0, at P = ±Pₛ/√3. At the negative turning point, using bPₛ² = |a|,

E_c = |a|Pₛ/√3 − |a|Pₛ/(3√3) = 2|a|Pₛ/(3√3).

For |E| < E_c there are three distinct real states P₁ < P₂ < P₃, and

f′(P) = b(P − P₁)(P − P₂)(P − P₃).

Differentiating gives f″(P₁) = b(P₁ − P₂)(P₁ − P₃) > 0. In the same way f″(P₂) < 0 and f″(P₃) > 0. The outer states are locally stable domains and the middle one is the top of the barrier between them.

Look for a wall of fixed shape, P = P(ξ) with ξ = x − vt, that goes from P₁ at ξ = −∞ to P₃ at ξ = +∞. Then ∂P/∂t = −vP′, where the prime on P means d/dξ, and

gP″ + ΓvP′ − f′(P) = 0.  (1)

The slope must vanish at both ends. The simplest form with this property is

P′ = k(P − P₁)(P₃ − P),  k > 0.  (2)

This is a trial, to be judged by whether (1) can be satisfied at every P. Differentiating (2),

P″ = k[P′(P₃ − P) − (P − P₁)P′] = k(P₁ + P₃ − 2P)P′.

The cubic force also contains P′ as a factor, because (P − P₁)(P − P₃) = −P′/k:

f′(P) = −(b/k)(P − P₂)P′.

Inserting both in (1) and dividing by P′, which is positive inside the wall, leaves

gk(P₁ + P₃ − 2P) + Γv + (b/k)(P − P₂) = 0.

This must hold for all P between P₁ and P₃. The terms proportional to P give −2gk + b/k = 0, so k = √(b/2g). The remaining terms, with b/k = 2gk, give Γv = −gk(P₁ + P₃ − 2P₂). Since gk = √(gb/2),

v = −(1/Γ) √(gb/2) (P₁ + P₃ − 2P₂).  (3)

Two conditions fix the two unknowns k and v, so the trial succeeds. To obtain the profile, write P = (P₁ + P₃)/2 + AT with A = (P₃ − P₁)/2. Then P − P₁ = A(1 + T) and P₃ − P = A(1 − T), and (2) becomes T′ = kA(1 − T²). Its solution is a hyperbolic tangent:

P = (P₁ + P₃)/2 + [(P₃ − P₁)/2] tanh[(x − vt)/w],  w = 1/(kA) = 2√(2g/b)/(P₃ − P₁),

up to a shift of the origin. The prefactor in (3) contains no field; the field acts through the three roots.

The stationary equation bP³ + aP − E = 0 has no quadratic term, so its roots sum to zero and P₁ + P₃ − 2P₂ = −3P₂. On the middle branch, |P| < Pₛ/√3, aP + bP³ = P(a + bP²) has the sign opposite to P, because a + bP² < 0 there. A positive field therefore makes P₂ negative and v negative: the wall moves towards −x and the domain P₃, favoured by the field, grows. The mirror-image wall moves the other way at the same speed.

The derivation never used the zero sum. If f also has a cubic term, (3) still holds with the roots of the new f′, while −3P₂ no longer replaces the full combination. This was tested by solving (1) numerically for v without assuming a profile, in units where g = b = Γ = 1. The cases were the symmetric potential at 0.3 and 0.95 of E_c, and a potential with roots −1, 0.2 and 1.5. The largest deviation from (3) was 1.4×10⁻⁸ in these units. A P⁶ term in f, which some real ferroelectrics need, makes f′ quintic, and (3) is then no longer exact.

Could another monotone wall between the same two domains move at a different speed? Regard the slope as a function of polarization, q(P) = P′ > 0. Since P″ = q dq/dP, equation (1) reads

g dq/dP = f′(P)/q − Γv.  (4)

Near P₁ put q ≈ λ(P − P₁), which gives gλ² + Γvλ − f″(P₁) = 0 and the positive root

λ = [−Γv + √(Γ²v² + 4g f″(P₁))]/(2g).

This decreases as v increases. Near P₃ put q ≈ μ(P₃ − P); then gμ² − Γvμ − f″(P₃) = 0, and the positive root μ = [Γv + √(Γ²v² + 4g f″(P₃))]/(2g) increases with v. Suppose two walls had speeds v_a > v_b. Then q_a lies below q_b near P₁ and above it near P₃, so at their first crossing q_a − q_b cannot be falling. But there q_a = q_b, and (4) gives d(q_a − q_b)/dP = −Γ(v_a − v_b)/g < 0. The contradiction shows that the speed is unique among monotone walls joining P₁ to P₃. Fronts that invade the unstable state P₂ are a different problem, to which this argument does not apply.

The driving force becomes visible on multiplying (1) by P′ and integrating over the wall. The first term is the derivative of gP′²/2 and integrates to zero, which leaves

Γv ∫ P′² dξ = f(P₃) − f(P₁).  (5)

The free energy released per swept volume equals the friction work in the moving wall. A steeper wall has a larger ∫P′² dξ and moves more slowly for the same energy difference.

For the film, take Pₛ = 20 μC/cm² and a permittivity of 200 ε₀ inside a domain at zero field. If the small difference ε₀ between the permittivity and ∂P/∂E is neglected, the inverse permittivity is f″(Pₛ) = a + 3bPₛ² = 2|a|, so |a| = 1/(400 ε₀) = 2.82×10⁸ V m/C and b = |a|/Pₛ² = 7.06×10⁹ V m⁵/C³. With g = 1.0×10⁻¹⁰ V m³/C and Γ = 2.0×10⁻⁴ Ω m, the prefactor is √(gb/2)/Γ = 2970 m/s per C/m². The coercive field of the model is E_c = 0.217 MV/cm. At E = 0.10 MV/cm the roots are −17.914, −3.665 and 21.579 μC/cm². Therefore

P₁ + P₃ − 2P₂ = −17.914 + 21.579 + 7.329 = 10.994 μC/cm² = 0.10994 C/m²,

|v| = 2970.4 × 0.10994 ≈ 326.6 m/s = 0.327 μm/ns.

The wall crosses 100 nm in 0.31 ns, and its width parameter is w = 0.85 nm. Direct time integration of the equation of motion at this field, started from a linear ramp between P₁ and P₃ on two grids and extrapolated to zero grid spacing, gave 326.58 m/s, so here the speed of the tanh wall is reached from a different initial shape.

The roots can be eliminated. Put P₂ = −(2Pₛ/√3) sin θ in E = aP + bP³ and use bPₛ² = |a|:

E = [2|a|Pₛ/(3√3)] (3 sin θ − 4 sin³θ) = E_c sin 3θ.

The middle root has |P₂| < Pₛ/√3, hence |θ| < π/6 and θ = (1/3) arcsin(E/E_c). With |v| = 3|P₂|√(gb/2)/Γ and √b Pₛ = √|a|,

|v| = [√(6g|a|)/Γ] sin[(1/3) arcsin(|E|/E_c)].

Let s = |E|/E_c. For small s, arcsin s ≈ s + s³/6, so the sine is s/3 + s³/18 − s³/162 = (s/3)(1 + 4s²/27). The leading term is a constant mobility,

|v| ≈ μ_w |E|,  μ_w = 3√(gb/2)/(Γ|a|) = 0.316 cm²/Vs,

and the correction is positive, which explains the opening numbers: the barrier state moves faster than linearly with field. At 0.10 MV/cm, s = 0.460 and the correction is 3.1%. The linear law gives 315.6 m/s, and the full result is 3.5% higher; higher powers of s supply the rest.

At the other end, arcsin s ≈ π/2 − √(2(1 − s)) as s → 1, and expanding the sine about π/6 gives

|v| ≈ [√(3g|a|/2)/Γ] [1 − √(2(1 − s)/3)].

The speed stays finite, with the limit 1029 m/s here, but its slope against field diverges. At E_c the states P₁ and P₂ merge. Beyond it the unswitched domain is no longer stationary and can reverse everywhere without a wall. Very close above E_c this uniform reversal is slow, and a wall already present may cross the film first, but the window is narrow. A wall at 1029 m/s needs 97 ps for 100 nm. A uniform domain starting at −Pₛ takes longer than that to reach P = 0 only if E exceeds E_c by less than about 0.1%; at 1% above E_c it takes about 26 ps.

Inertia can be included exactly. Add m ∂²P/∂t² to the left side of the equation of motion. In the moving frame it is mv²P″, so (1) keeps its form with g replaced by g − mv². The same tanh construction then gives, with v₀ the overdamped velocity (3),

v² = v₀²(1 − mv²/g),  v = v₀/√(1 + mv₀²/g).

The speed stays below √(g/m). For a polar lattice mode of strength Ω, meaning that its susceptibility far above resonance is −Ω²/ω², m = 1/(ε₀Ω²). A rough strength of 1500 cm⁻¹ gives m = 1.4×10⁻¹⁸ V m s²/C and √(g/m) = 8.4 km/s. The speed of the example falls from 326.6 to 326.3 m/s, by less than 0.1%. A small uniform deviation from P₃ is overdamped too, since Γ is 3.2 times the critical value 2√(m f″(P₃)).

The lattice has a spacing of about 0.39 nm, and w is 2.2 spacings. Replacing the second derivative by differences between neighbours gave 319.7 m/s, 2.1% less. Most of this follows from (5). To leading order the difference operator with spacing h adds (gh²/12)P⁗ to (1). The added term does no net work, because P′P⁗ is the derivative of P′P‴ − P″²/2, but it steepens the wall. At low field the first integral of (1) becomes

gP′²/2 + (gh²/12)(P′P‴ − P″²/2) = f(P) − f(Pₛ).

At fixed P the slope q changes by δq = −(h²/12)(P‴ − P″²/(2P′)). Since ∫P′² dξ = ∫q dP, its change is

−(h²/12) ∫ (P′P‴ − P″²/2) dξ = (h²/8) ∫ P″² dξ,

where ∫P′P‴ dξ = −∫P″² dξ. For a tanh wall, ∫P″² dξ = (4/5w²) ∫P′² dξ, so the friction grows by the fraction h²/(10w²). With the zero-field width 0.842 nm this is 2.1%. The formula is a low-field result: at 0.10 MV/cm the h² term is about 2.0%, and higher orders in h add about 0.1%. The chain at 0.02 MV/cm is slower than the continuum by 2.3%, and it still moves, so pinning by the ideal lattice does not stop this wall at that field.

Temperature changes the coefficients a, b, g and Γ, which are held fixed here. Thermal fluctuations also roughen the wall and can nucleate new domains. At zero field the first integral is gP′²/2 = f(P) − f(Pₛ), so the wall energy is σ = ∫gP′² dξ = gk∫(P + Pₛ)(Pₛ − P) dP = (4/3)Pₛ³√(gb/2) = 6.3 mJ/m². A gentle displacement u(y,z) of the wall costs (σ/2)∫|∇u|² dy dz. Equipartition gives each mode of wavevector q a mean square amplitude proportional to k_BT/(σq²). Summing from π/L to π/w yields

⟨u²⟩ = [k_BT/(2πσ)] ln(L/w).

For L = 100 nm at 150 K the root mean square is 0.50 nm, more than half of w. The planar wall is thus an average shape, although bound charge on parts tilted along P, left out here, would stiffen it. That charge also limits the planar assumption: a sheet tilted by α carries (P₃ − P₁) sin α per area, and its field, this charge divided by 2 × 200 ε₀ if the permittivity normal to the wall is also 200 ε₀, is as large as the drive field at α of about 5°. It points along the wall normal, so at that tilt only about 9% of it lies along P; the rest acts to rotate P, which a scalar model cannot describe.

The released energy f(P₁) − f(P₃) is Δf = 3.98 MJ/m³. A spherical nucleus of the favoured domain costs 4πr²σ − (4π/3)r³Δf, which is largest at r = 2σ/Δf = 3.2 nm, where it equals 16πσ³/(3Δf²) = 1.7 eV, or 130 k_BT. This formula treats the wall as thin compared with r, which is only roughly true here: letting the nucleus take its own smooth profile in the same free energy, with the same stiffness g in all directions, lowers the barrier to about 1.4 eV, or 107 k_BT. At 0.10 MV/cm spontaneous reversal ahead of the wall is negligible either way, within an isotropic model of a perfect crystal. The smooth-profile barrier falls quickly with field, to about 34 k_BT at 0.15 MV/cm and 11 k_BT at 0.19 MV/cm, so near E_c nucleation can no longer be ignored. If the heat stays in place, this dissipated energy alone warms the film by 3.98/2.0 ≈ 2 K per passage, for a rough heat capacity of 2 MJ/(m³ K). The reversible heat that comes from the different entropies of the two domains in the field is not included. It equals (T/2)(da/dT)(P₃² − P₁²), and with da/dT = 1/(ε₀C) for a rough Curie constant C of 8×10⁴ K it would add about 1.5 MJ/m³, or 0.8 K.

How does this compare with a real film? Unstrained SrTiO₃ is not ferroelectric, but tensile strain in the film plane can make it so, with P in the plane, which suits a wall normal to the plane and electrodes at the sides. The polarization, permittivity and stiffness are rough values for that regime, and the drive is about a tenth of a rough breakdown field of 1 MV/cm. The damping is far from typical of a clean lattice: a rough mode linewidth of 20 cm⁻¹ gives Γ = 5.3×10⁻⁶ Ω m, some 38 times smaller. With all else fixed, (3) would then give 12.3 km/s and the inertial formula 6.9 km/s, 21 times the speed of the example. The wall then contracts to about 1.2 lattice spacings, so the continuum formula overestimates the speed: the chain with spacing 0.39 nm gives about 6.4 km/s. At such speeds overdamped dynamics fails, and coupling to strain, omitted here, can no longer be presumed small. Defects act in the opposite direction. They can pin a wall, so that at low field it moves by thermal activation and may be slower by orders of magnitude; the model gives no estimate of this. Rotation of P inside the wall and tilts of the oxygen octahedra are also left out. The figure of 327 m/s belongs to a defect-free wall with an assumed strong damping, and the numerical output below lists its inputs and the sizes of most of the corrections.

Values computed for the example and the checks

```
INPUTS (rough or round)
temperature = 150 K
Ps = 20.0 uC/cm2, permittivity = 200 eps0
a = -2.8235e+08 V m/C
b = 7.0588e+09 V m^5/C^3
g = 1.00e-10 V m^3/C, Gamma = 2.00e-04 ohm m
drive field E = 0.100 MV/cm
WALL
coercive field Ec = 0.2174 MV/cm, E/Ec = 0.4601
P1 = -17.9142 uC/cm2
P2 = -3.6647 uC/cm2
P3 = 21.5789 uC/cm2
P1+P3-2*P2 = 10.9942 uC/cm2
sqrt(g b/2)/Gamma = 2970.44 (m/s)/(C/m2)
velocity v = -326.57 m/s = -0.3266 um/ns
speed from time integration = 326.58 m/s
largest shooting error = 1.4e-08 (reduced units)
tanh width w = 0.8524 nm, at E=0: 0.8416 nm
low-field mobility = 0.3156 cm2/Vs
mobility * E = 315.61 m/s
speed limit at Ec = 1029.0 m/s
time to cross 100 nm = 0.3062 ns
energy released = 3.9836 MJ/m3
wall energy at E=0 = 6.337 mJ/m2
FIELD TABLE: E MV/cm, root sum uC/cm2, speed, chain speed m/s
0.02    2.1277     63.20     61.76
0.05    5.3552    159.07    155.50
0.10   10.9942    326.57    319.71
0.15   17.4012    516.89    507.47
NEGLECTED EFFECTS
chain spacing = 0.39 nm, w/spacing = 2.19
mode strength = 1500 cm-1 (rough)
inertia m = 1.415e-18 V m s2/C
limiting speed sqrt(g/m) = 8407 m/s
speed with inertia = 326.33 m/s
damping / critical damping at P3 = 3.17
lattice linewidth = 20 cm-1 (rough)
lattice damping = 5.33e-06 ohm m
its speed without inertia = 12255 m/s
its speed with inertia = 6933 m/s
thermal roughness, 100 nm wall = 0.498 nm
critical nucleus radius = 3.18 nm
nucleation barrier = 1.677 eV = 129.7 kT
heat capacity = 2.0 MJ/(m3 K) (rough)
heating per wall passage = 1.99 K
tilt whose charge field equals E = 5.15 degrees
breakdown field = 1.0 MV/cm (rough)
E / breakdown field = 0.10
```
